# Two Derivations of the Koelling-Harmon Scalar-Relativistic Radial Equations: a numerical check

```python
"""Koelling-Harmon scalar-relativistic radial equations (Hartree atomic units).

Result under test: with M = 1 + (E-V)/(2c^2) and phi = g'/(2Mc), the radial
Dirac equations are exactly
    g'   = 2 M c phi
    phi' = -2 phi/r + [l(l+1)/(2Mc r^2) + (V-E)/c + k M'/(2M^2 c r)] g
with k = kappa+1. The Koelling-Harmon (KH) equations are the case k = 0.
g, f: large and small radial components; E: energy without rest energy;
kappa: Dirac quantum number; l: orbital quantum number of g;
V = -Z/r: potential of a point charge Z in the numerical part.
"""
import math
import numpy as np
import sympy as sp
from scipy.constants import fine_structure, physical_constants
from scipy.integrate import solve_ivp, simpson
from scipy.optimize import brentq

Z = 80.0
C = 1.0 / fine_structure
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
R_MIN = 1e-10


# ---- spin-angular identity, tested on explicit Cartesian spinors ----
def check_spin_angular_identity():
    x, y, z = sp.symbols("x y z", real=True)
    rad = sp.sqrt(x**2 + y**2 + z**2)
    pauli = [sp.Matrix([[0, 1], [1, 0]]),
             sp.Matrix([[0, -sp.I], [sp.I, 0]]),
             sp.Matrix([[1, 0], [0, -1]])]
    sigma_r = (pauli[0] * x + pauli[1] * y + pauli[2] * z) / rad
    up = sp.Matrix([1, 0])
    p32 = sp.Matrix([(x + sp.I * y) / rad, 0])
    spinors = {-1: up, 1: sigma_r * up, -2: p32, 2: sigma_r * p32}
    g = rad * sp.exp(-rad)
    dg = (1 - rad) * sp.exp(-rad)
    point = {x: 0.3, y: -0.5, z: 0.7}
    for kappa, chi in spinors.items():
        psi = g * chi
        left = sp.zeros(2, 1)
        for matrix, q in zip(pauli, (x, y, z)):
            left += matrix * psi.diff(q)
        right = (dg + (kappa + 1) * g / rad) * (sigma_r * chi)
        for a, b in zip(left, right):
            assert abs(complex((a - b).subs(point).evalf())) < 1e-12


# ---- exact change of variable, for arbitrary V(r) and g(r) ----
def check_exact_transformation():
    r, c = sp.symbols("r c", positive=True)
    E, kappa = sp.symbols("E kappa", real=True)
    V, g = sp.Function("V")(r), sp.Function("g")(r)
    M = 1 + (E - V) / (2 * c**2)
    f = (g.diff(r) + (kappa + 1) * g / r) / (2 * M * c)
    dirac = f.diff(r) - (kappa - 1) * f / r - (V - E) * g / c
    phi = g.diff(r) / (2 * M * c)
    scalar = phi.diff(r) + 2 * phi / r - g * (
        kappa * (kappa + 1) / (2 * M * c * r**2) + (V - E) / c)
    dropped = (kappa + 1) * M.diff(r) / (2 * M**2 * c * r) * g
    assert sp.simplify(dirac - (scalar - dropped)) == 0
    # second-order scalar equation from the coupled pair
    second = (-(g.diff(r, 2) + 2 * g.diff(r) / r
                - kappa * (kappa + 1) * g / r**2) / (2 * M)
              - V.diff(r) * g.diff(r) / (4 * M**2 * c**2) + (V - E) * g)
    assert sp.simplify(second + c * scalar) == 0


# ---- radial solver on x = ln r ----
def right_hand_side(E, c, model):
    if model[0] == "dirac":
        kappa = model[1]

        def rhs(x, y):
            r = math.exp(x)
            M = 1 + (E + Z / r) / (2 * c * c)
            return (-(kappa + 1) * y[0] + 2 * M * c * r * y[1],
                    (kappa - 1) * y[1] - (Z + E * r) / c * y[0])
        return rhs
    l, k = model[1], model[2]

    def rhs(x, y):
        r = math.exp(x)
        M = 1 + (E + Z / r) / (2 * c * c)
        dM = -Z / (2 * c * c * r * r)
        bracket = (l * (l + 1) / (2 * M * c * r) - (Z + E * r) / c
                   + k * dM / (2 * M * M * c))
        return 2 * M * c * r * y[1], -2 * y[1] + bracket * y[0]
    return rhs


def shoot(E, n, c, model, points=2):
    """Outward and inward solutions meeting at r = n^2/Z."""
    zeta = Z / c
    if model[0] == "dirac":
        kappa = model[1]
        ratio = (math.sqrt(kappa**2 - zeta**2) + kappa) / zeta
    else:
        l, k = model[1], model[2]
        ratio = (math.sqrt(1 + l * (l + 1) - k - zeta**2) - 1) / zeta
    decay = math.sqrt(-E * (2 + E / c**2))
    tail = -decay / (2 * c * (1 + E / (2 * c * c)))
    x_match = math.log(n * n / Z)
    rhs = right_hand_side(E, c, model)
    halves = []
    for start, y0 in ((math.log(R_MIN), (1.0, ratio)),
                      (math.log(40 / decay), (1.0, tail))):
        grid = np.linspace(start, x_match, points)
        sol = solve_ivp(rhs, (start, x_match), y0, method="DOP853",
                        rtol=1e-12, atol=1e-40, t_eval=grid)
        assert sol.success
        halves.append((sol.t, sol.y))
    return halves


def level(n, c, model):
    def mismatch(E):
        (_, a), (_, b) = shoot(E, n, c, model)
        u, v = a[:, -1], b[:, -1]
        return ((u[0] * v[1] - u[1] * v[0])
                / (np.hypot(u[0], u[1]) * np.hypot(v[0], v[1])))
    base = -Z * Z / (2 * n * n)
    return brentq(mismatch, 1.30 * base, 0.95 * base, xtol=1e-9, rtol=1e-13)


def coulomb_dirac(n, kappa, c):
    """Closed-form Dirac level of a point charge, without rest energy."""
    zeta = Z / c
    n_eff = n - abs(kappa) + math.sqrt(kappa**2 - zeta**2)
    return c * c * (1 / math.sqrt(1 + (zeta / n_eff)**2) - 1)


def dirac_mean(n, l, c):
    return (l * coulomb_dirac(n, l, c)
            + (l + 1) * coulomb_dirac(n, -l - 1, c)) / (2 * l + 1)


check_spin_angular_identity()
check_exact_transformation()

# weights 2j+1 = 2|kappa| over the two values of j
for l in range(1, 6):
    pair = (l, -l - 1)
    total = sum(2 * abs(q) for q in pair)
    assert sum(2 * abs(q) * (q + 1) for q in pair) == 0
    assert sum(2 * abs(q) * (q + 1)**2 for q in pair) == total * l * (l + 1)

# original Dirac equations against the closed-form levels
dirac = {}
for n, kappa in ((1, -1), (2, 1), (2, -2), (3, 2), (3, -3)):
    dirac[n, kappa] = level(n, C, ("dirac", kappa))
    assert abs(dirac[n, kappa] - coulomb_dirac(n, kappa, C)) < 1e-5

# transformed equations with the kappa+1 term kept: same levels
for kappa in (1, -2):
    kept = level(2, C, ("scalar", 1, kappa + 1))
    assert abs(kept - dirac[2, kappa]) < 1e-5

# KH levels; s states must coincide with Dirac
kh = {(n, l): level(n, C, ("scalar", l, 0.0))
      for n, l in ((1, 0), (2, 0), (2, 1), (3, 2))}
for n in (1, 2):
    assert abs(kh[n, 0] - coulomb_dirac(n, -1, C)) < 1e-5

# norm and first-order effect of the dropped term for 2p
E2p = kh[2, 1]
(x_a, y_a), (x_b, y_b) = shoot(E2p, 2, C, ("scalar", 1, 0.0), 3001)
y_b = y_b * (y_a[0, -1] / y_b[0, -1])
parts = np.zeros(4)
for xs, ys, sign in ((x_a, y_a, 1), (x_b, y_b, -1)):
    r = np.exp(xs)
    M = 1 + (E2p + Z / r) / (2 * C**2)
    dM = -Z / (2 * C**2 * r**2)
    g2, phi2 = ys[0]**2, ys[1]**2
    densities = (g2, phi2, 2 * g2 / (4 * M**2 * C**2 * r**2),
                 dM / (2 * M**2 * r) * g2)
    parts += [sign * simpson(d * r**3, x=xs) for d in densities]
norm = parts[:3].sum()
slope = parts[3] / norm
h = 0.01
slope_fd = (level(2, C, ("scalar", 1, h))
            - level(2, C, ("scalar", 1, -h))) / (2 * h)
assert abs(slope / slope_fd - 1) < 1e-4
slope_short_norm = parts[3] / (parts[0] + parts[1])
assert abs(slope_short_norm / slope_fd - 1) > 1e-3

# error against the weighted Dirac mean falls as c^-4 when c is raised
gaps = []
for factor in (8, 16):
    E_c = level(2, factor * C, ("scalar", 1, 0.0))
    gaps.append(E_c - dirac_mean(2, 1, factor * C))
power = math.log2(gaps[0] / gaps[1])
assert abs(power - 4) < 0.1
assert abs(E_c + Z * Z / 8) < 1.0     # nonrelativistic 2p limit

# false shortcut: delete (kappa+1)g/r but keep the f equation; kappa=-2
rs, lam, es, zs = sp.symbols("r lam e Z", positive=True)
trial = sp.exp(-lam * rs)
residual = sp.expand(sp.simplify(
    (trial.diff(rs, 2) + 3 * trial.diff(rs) / rs
     + 2 * (zs / rs - es) * trial) / trial) * rs)
roots = sp.solve(sp.Poly(residual, rs).coeffs(), [lam, es], dict=True)
assert len(roots) == 1
E_false = -float(roots[0][es].subs(zs, Z))
assert abs(E_false / (-Z * Z / 8) - 1) > 0.5

# ---- printed numbers ----
print(f"Z = {Z:.0f}, c = {C:.6f} a.u., Z/c = {Z / C:.5f}")
print(f"1 hartree = {HARTREE_EV:.6f} eV")
print("KH levels (hartree):")
for (n, l), value in kh.items():
    print(f"  {n}{'spd'[l]}: {value:.4f}")
print("Dirac levels (hartree):")
for n, kappa in ((1, -1), (2, -1), (2, 1), (2, -2), (3, 2), (3, -3)):
    print(f"  n={n}, kappa={kappa:+d}: {coulomb_dirac(n, kappa, C):.4f}")
for n, l in ((2, 1), (3, 2)):
    mean = dirac_mean(n, l, C)
    print(f"{n}{'spd'[l]} weighted Dirac mean: {mean:.4f} hartree")
    print(f"  KH minus mean: {kh[n, l] - mean:.4f} hartree")
print(f"2p nonrelativistic level: {-Z * Z / 8:.4f} hartree")
print(f"2p KH level: {E2p * HARTREE_EV / 1000:.4f} keV")

r0 = 0.05
V0 = -Z / r0
M0 = 1 + (E2p - V0) / (2 * C**2)
dM0 = -Z / (2 * C**2 * r0**2)
unit_term = dM0 / (2 * M0**2 * r0)
print(f"2p terms at r = {r0} bohr:")
print(f"  V = {V0:.2f} hartree, V-E = {V0 - E2p:.3f} hartree")
print(f"  M = {M0:.6f}, M' = {dM0:.5f} per bohr")
print(f"  l(l+1)/(2Mr^2) = {2 / (2 * M0 * r0**2):.3f} hartree")
print(f"  dropped, kappa=+1: {2 * unit_term:.4f} hartree")
print(f"  dropped, kappa=-2: {-unit_term:.4f} hartree")

print("2p norm fractions:")
for name, part in zip(("g^2", "phi^2", "l(l+1) part"), parts[:3]):
    print(f"  {name}: {part / norm:.6f}")
print(f"2p dE/dk, integral: {slope:.5f} hartree")
print(f"2p dE/dk, finite difference: {slope_fd:.5f} hartree")
print(f"2p dE/dk without l(l+1) norm part: {slope_short_norm:.5f} hartree")
split = coulomb_dirac(2, -2, C) - coulomb_dirac(2, 1, C)
print(f"2p splitting, first order: {-3 * slope:.4f} hartree")
print(f"2p splitting, Dirac: {split:.4f} hartree")
print(f"2p splitting, Dirac: {split * HARTREE_EV / 1000:.4f} keV")
s_kh = -1 + math.sqrt(3 - (Z / C)**2)
s_p12 = -1 + math.sqrt(1 - (Z / C)**2)
s_p32 = -1 + math.sqrt(4 - (Z / C)**2)
print(f"origin exponent of g, KH p: {s_kh:.4f}")
print(f"origin exponent of g, p1/2: {s_p12:.4f}, p3/2: {s_p32:.4f}")
print(f"KH minus mean, c times 8: {gaps[0]:.4e} hartree")
print(f"KH minus mean, c times 16: {gaps[1]:.4e} hartree")
print(f"observed inverse power of c: {power:.3f}")
print(f"false shortcut, kappa=-2, c infinite: {E_false:.3f} hartree")
print("checks complete")
```

It prints:

```
Z = 80, c = 137.035999 a.u., Z/c = 0.58379
1 hartree = 27.211386 eV
KH levels (hartree):
  1s: -3532.1921
  2s: -904.8478
  2p: -840.8483
  3d: -361.7528
Dirac levels (hartree):
  n=1, kappa=-1: -3532.1921
  n=2, kappa=-1: -904.8478
  n=2, kappa=+1: -904.8478
  n=2, kappa=-2: -817.8075
  n=3, kappa=+2: -366.1427
  n=3, kappa=-3: -358.9868
2p weighted Dirac mean: -846.8209 hartree
  KH minus mean: 5.9727 hartree
3d weighted Dirac mean: -361.8492 hartree
  KH minus mean: 0.0964 hartree
2p nonrelativistic level: -800.0000 hartree
2p KH level: -22.8806 keV
2p terms at r = 0.05 bohr:
  V = -1600.00 hartree, V-E = -759.152 hartree
  M = 1.020213, M' = -0.85202 per bohr
  l(l+1)/(2Mr^2) = 392.075 hartree
  dropped, kappa=+1: -16.3719 hartree
  dropped, kappa=-2: 8.1859 hartree
2p norm fractions:
  g^2: 0.977612
  phi^2: 0.007497
  l(l+1) part: 0.014891
2p dE/dk, integral: -25.09129 hartree
2p dE/dk, finite difference: -25.09132 hartree
2p dE/dk without l(l+1) norm part: -25.47058 hartree
2p splitting, first order: 75.2739 hartree
2p splitting, Dirac: 87.0403 hartree
2p splitting, Dirac: 2.3685 keV
origin exponent of g, KH p: 0.6307
origin exponent of g, p1/2: -0.1881, p3/2: 0.9129
KH minus mean, c times 8: 1.2767e-03 hartree
KH minus mean, c times 16: 8.0178e-05 hartree
observed inverse power of c: 3.993
false shortcut, kappa=-2, c infinite: -1422.222 hartree
checks complete
```
